# Detecting LAPW Ghost States by u̇ Weight and Energy-Parameter Sensitivity: test program

```python
"""Ghost-state detection in LAPW, tested on a model with two s shells.

Result under test: inside the sphere a state is a*u + b*udot, and
  w = b^2 N / a^2,   N = <udot|udot>,
  d(eps)/dE = 2[(b^2 - a b d) A - b^2 d B],   d = eps - E,
with A = <u|eta>, B = <udot|eta>, and eta = uddot + alpha u + beta udot
having zero value and slope at the sphere. Both quantities are small for a
well linearized state and large for a ghost.
All radial functions are multiplied by r. Hartree atomic units.
Model: potential -DEPTH for r < R_MT, zero for R_MT < r < R_CELL,
and d(P/r)/dr = 0 at R_CELL.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

R_MT, R_CELL, DEPTH = 2.0, 2.5, 3.0
N_WAVES = 5
W_LIMIT, S_LIMIT = 0.1, 0.2
EV = physical_constants["Hartree energy in eV"][0]


def gauss_grid(left, right, count):
    x, weight = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (right - left)
    return left + half * (x + 1), half * weight


r_in, g_in = gauss_grid(0.0, R_MT, 80)
r_out, g_out = gauss_grid(R_MT, R_CELL, 40)


def sphere_solution(energy, r):
    """Regular solution and its radial slope."""
    q = np.sqrt(2 * (energy + DEPTH))
    return np.sin(q * r), q * np.cos(q * r)


def outer_solution(energy, r):
    """Interstitial solution obeying the cell boundary condition."""
    k = np.sqrt(complex(2 * energy))
    x = R_CELL - r
    value = np.cos(k * x) - np.sin(k * x) / (k * R_CELL)
    slope = k * np.sin(k * x) + np.cos(k * x) / R_CELL
    return value.real, slope.real


def mismatch(energy):
    p, dp = sphere_solution(energy, R_MT)
    q, dq = outer_solution(energy, R_MT)
    return dp * q - p * dq


# Exact levels and normalized exact functions
mesh = np.linspace(-DEPTH + 0.01, 12.0, 700)
miss = [mismatch(e) for e in mesh]
exact = [brentq(mismatch, mesh[i], mesh[i + 1], xtol=1e-13)
         for i in range(len(mesh) - 1) if miss[i] * miss[i + 1] < 0][:3]
assert len(exact) == 3
e_core, e_val, e_third = exact
exact_functions = []
for level in exact:
    inner = sphere_solution(level, r_in)[0]
    outer = outer_solution(level, r_out)[0]
    p, dp = sphere_solution(level, R_MT)
    q, dq = outer_solution(level, R_MT)
    outer = outer * (p * q + dp * dq) / (q * q + dq * dq)
    size = np.sqrt(g_in @ inner**2 + g_out @ outer**2)
    exact_functions.append((inner / size, outer / size))
nodes = [int(np.sum(np.diff(np.sign(np.concatenate(f))) != 0))
         for f in exact_functions]
assert nodes == [0, 1, 2]


def radial_data(energy):
    """u, udot, their boundary data, N, and the projections A and B."""
    q = np.sqrt(2 * (energy + DEPTH))

    def family(r):
        s, c = np.sin(q * r), np.cos(q * r)
        values = np.array([s, r * c / q, -r**2 * s / q**2 - r * c / q**3])
        slopes = np.array([q * c, c / q - r * s,
                           -r * s / q**2 - r**2 * c / q - c / q**3])
        return values, slopes

    f = family(r_in)[0]
    edge = np.array(family(R_MT))
    norm = np.sqrt(g_in @ f[0]**2)
    shift = (g_in @ (f[0] * f[1])) / norm**2
    u, udot = f[0] / norm, (f[1] - shift * f[0]) / norm
    boundary = np.column_stack(
        [edge[:, 0], edge[:, 1] - shift * edge[:, 0]]) / norm
    mix = np.linalg.solve(edge[:, :2], -edge[:, 2])
    eta = (f[2] + mix[0] * f[0] + mix[1] * f[1]) / norm
    return dict(u=u, udot=udot, boundary=boundary, N=g_in @ udot**2,
                A=g_in @ (u * eta), B=g_in @ (udot * eta))


# Spherical waves obeying the cell boundary condition
k_waves = np.array([0.0] + [
    brentq(lambda x: x * np.cos(x) - np.sin(x), n * np.pi, (n + 0.5) * np.pi)
    / R_CELL for n in range(1, N_WAVES)])
waves = np.array([r_out if k == 0 else np.sin(k * r_out) / k for k in k_waves])
wave_edge = np.array([
    [R_MT if k == 0 else np.sin(k * R_MT) / k for k in k_waves],
    [np.cos(k * R_MT) for k in k_waves]])


def lapw(e_par, e_local=None):
    """Diagonalize; optionally add a local orbital built at e_local."""
    data = radial_data(e_par)
    coeff = np.linalg.solve(data["boundary"], wave_edge).T
    inner = [data["u"], data["udot"]]
    acted = [e_par * data["u"], e_par * data["udot"] + data["u"]]
    outer, kinetic = waves, k_waves**2 / 2
    if e_local is not None:
        extra = sphere_solution(e_local, r_in)[0]
        edge = np.array(sphere_solution(e_local, R_MT))
        mix = np.linalg.solve(data["boundary"], -edge)
        inner.append(extra)
        acted.append(e_local * extra)
        coeff = np.column_stack([coeff, np.zeros(N_WAVES)])
        coeff = np.vstack([coeff, [mix[0], mix[1], 1.0]])
        outer = np.vstack([waves, np.zeros_like(r_out)])
        kinetic = np.append(kinetic, 0.0)
    inner, acted = np.array(inner), np.array(acted)
    overlap_out = (outer * g_out) @ outer.T
    s_matrix = coeff @ ((inner * g_in) @ inner.T) @ coeff.T + overlap_out
    h_matrix = (coeff @ ((inner * g_in) @ acted.T) @ coeff.T
                + overlap_out * kinetic)
    asymmetry = np.max(np.abs(h_matrix - h_matrix.T))
    assert asymmetry < 1e-9 * max(1.0, np.max(np.abs(h_matrix)))
    levels, vectors = eigh((h_matrix + h_matrix.T) / 2,
                           (s_matrix + s_matrix.T) / 2)
    ab = vectors.T @ coeff
    return levels, ab, ab @ inner, vectors.T @ outer, data


def diagnose(e_par):
    """Energy, w, sensitivity and exact-state overlaps of two lowest states."""
    levels, ab, psi_in, psi_out, data = lapw(e_par)
    states = []
    for i in range(2):
        a, b = ab[i]
        d = levels[i] - e_par
        w = b * b * data["N"] / (a * a)
        sens = 2 * ((b*b - a*b*d) * data["A"] - b*b*d * data["B"])
        fit = [(g_in @ (psi_in[i] * f) + g_out @ (psi_out[i] * g))**2
               for f, g in exact_functions]
        states.append(dict(e=levels[i], w=w, s=sens, fit=fit, a=a, b=b))
    return states, data


def flagged(state):
    return state["w"] > W_LIMIT and abs(state["s"]) > S_LIMIT


def valence_first(states):
    return sorted(states, key=lambda state: -state["fit"][1])


# Radial identities: Wronskian and N from a finite difference of u
E_EXAMPLE = -0.2
step = 1e-4
example, radial = diagnose(E_EXAMPLE)
edge = radial["boundary"]
wronskian = edge[1, 0] * edge[0, 1] - edge[0, 0] * edge[1, 1]
assert abs(wronskian - 2) < 1e-9
u_change = (radial_data(E_EXAMPLE + step)["u"]
            - radial_data(E_EXAMPLE - step)["u"]) / (2 * step)
assert abs(g_in @ u_change**2 - radial["N"]) < 1e-6

# LAPW reproduces an exact level when E is placed on it
error_core = lapw(e_core)[0][0] - e_core
at_valence = valence_first(diagnose(e_val)[0])[0]
error_val = at_valence["e"] - e_val
assert abs(error_core) < 1e-5 and abs(error_val) < 1e-7

# Sensitivity formula against differences of complete diagonalizations
sens_error = 0.0
for e_par in (E_EXAMPLE, -0.5, 0.0):
    difference = (lapw(e_par + step)[0] - lapw(e_par - step)[0]) / (2 * step)
    for i, state in enumerate(diagnose(e_par)[0]):
        sens_error = max(sens_error, abs(state["s"] - difference[i]))
assert sens_error < 1e-4  # second-order finite-difference error

# Small-distance laws for the valence state
small = []
for offset in (0.01, 0.02, 0.04):
    states, data = diagnose(e_val + offset)
    state = valence_first(states)[0]
    ratio = state["w"] / (data["N"] * (state["e"] - e_val - offset)**2)
    small.append((offset, ratio, state["e"] - at_valence["e"], state["s"]))
assert abs(small[0][1] - 1) < 0.2
assert abs(small[0][1] - 1) < abs(small[1][1] - 1) < abs(small[2][1] - 1)
power_error = np.log2(abs(small[2][2] / small[1][2]))
power_sens = np.log2(abs(small[2][3] / small[1][3]))
assert abs(power_error - 4) < 0.5  # next order in distance is not negligible
assert abs(power_sens - 3) < 0.5

# Threshold scan, with states identified by overlap with the exact valence
scan = []
for e_par in e_val + np.linspace(0.0, 0.3, 7):
    states, _ = diagnose(e_par)
    good, ghost = valence_first(states)
    assert good["fit"][1] > 0.9 and ghost["fit"][1] < 0.1
    assert good["w"] < W_LIMIT < ghost["w"]
    assert abs(good["s"]) < S_LIMIT < abs(ghost["s"])
    assert states[0]["e"] >= e_core - 1e-9 and states[1]["e"] >= e_val - 1e-9
    scan.append((e_par, good, ghost))

# The ghost resembles the semicore state but has a wrong energy
good, ghost = valence_first(example)
assert flagged(ghost) and not flagged(good)
assert ghost["fit"][0] > 0.5 and ghost["e"] - e_core > 1.0

# Avoided crossing: both partners carry the warning
search = minimize_scalar(lambda e: lapw(e)[0][1] - lapw(e)[0][0],
                         bounds=(e_val - 0.4, e_val), method="bounded",
                         options={"xatol": 1e-8})
crossing, _ = diagnose(search.x)
assert all(flagged(s) and 0.2 < s["fit"][1] < 0.8 for s in crossing)

# E on the semicore level: the upper state is a badly linearized valence state
low_parameter, _ = diagnose(e_core)

# A local orbital restores the semicore level and expels the ghost
cured = lapw(E_EXAMPLE, e_core)[0]
assert abs(cured[0] - e_core) < 1e-3 and abs(cured[1] - e_val) < 1e-3
assert all(cured[i] >= exact[i] - 1e-9 for i in range(3))

print(f"sphere radius {R_MT} bohr, cell radius {R_CELL} bohr")
print(f"well depth {DEPTH} hartree, number of waves {N_WAVES}")
print(f"largest wave number {k_waves[-1]:.4f} 1/bohr")
print(f"thresholds: w {W_LIMIT}, |dE_state/dE_l| {S_LIMIT} (no units)")
for name, level, count in zip(("semicore", "valence", "third"), exact, nodes):
    print(f"exact {name}: {level:.6f} hartree, nodes {count}")
print(f"LAPW error with E_l on semicore: {error_core:.2e} hartree")
print(f"LAPW error with E_l on valence: {error_val:.2e} hartree")
print(f"example E_l = {E_EXAMPLE:.3f} hartree")
print(f"N = {radial['N']:.6f} hartree^-2, Wronskian = {wronskian:.8f}")
print(f"A = {radial['A']:.6f} hartree^-2, B = {radial['B']:.6f} hartree^-3")
print(f"distance at w threshold: {np.sqrt(W_LIMIT/radial['N']):.4f} hartree")
for name, s in (("valence", good), ("ghost", ghost)):
    print(f"{name}: energy {s['e']:.6f} hartree = {s['e']*EV:.4f} eV")
    print(f"  a {s['a']:.6f}, b {s['b']:.6f} hartree (joint sign free)")
    print(f"  w {s['w']:.6g}, sensitivity {s['s']:.6g}")
    print("  overlap^2 semicore, valence, third:",
          " ".join(f"{x:.5f}" for x in s["fit"]))
print(f"largest sensitivity formula-difference error: {sens_error:.2e}")
print("E_l offset (hartree), w/(N d^2), energy shift (hartree), sensitivity")
for row in small:
    print(f"  {row[0]:.2f} {row[1]:.5f} {row[2]:.4e} {row[3]:.4e}")
print(f"fitted powers: energy {power_error:.3f}, sensitivity {power_sens:.3f}")
print("scan: E_l, valence (energy, w, sens), ghost (same); hartree")
for e_par, v, g in scan:
    print(f"  {e_par:.4f} | {v['e']:.5f} {v['w']:.5f} {v['s']:.5f}"
          f" | {g['e']:.5f} {g['w']:.3f} {g['s']:.3f}")
print(f"avoided crossing: E_l {search.x:.6f}, gap {search.fun:.6f} hartree")
for s in crossing:
    print(f"  energy {s['e']:.6f} hartree, w {s['w']:.4f}, "
          f"sens {s['s']:.4f}, valence overlap^2 {s['fit'][1]:.4f}")
print("E_l on semicore level, two lowest states:")
for s in low_parameter:
    print(f"  energy {s['e']:.6f} hartree, w {s['w']:.4g}, "
          f"sens {s['s']:.4g}, valence overlap^2 {s['fit'][1]:.4f}")
print("with local orbital, three lowest levels (hartree):",
      " ".join(f"{x:.6f}" for x in cured[:3]))
print("done: every assertion held")
```

Printed output:

```
sphere radius 2.0 bohr, cell radius 2.5 bohr
well depth 3.0 hartree, number of waves 5
largest wave number 5.6265 1/bohr
thresholds: w 0.1, |dE_state/dE_l| 0.2 (no units)
exact semicore: -2.248465 hartree, nodes 0
exact valence: -0.296852 hartree, nodes 1
exact third: 2.552793 hartree, nodes 2
LAPW error with E_l on semicore: 2.31e-12 hartree
LAPW error with E_l on valence: 1.09e-14 hartree
example E_l = -0.200 hartree
N = 0.210379 hartree^-2, Wronskian = 2.00000000
A = 0.420758 hartree^-2, B = -0.110538 hartree^-3
distance at w threshold: 0.6894 hartree
valence: energy -0.296871 hartree = -8.0783 eV
  a -0.797379, b 0.067138 hartree (joint sign free)
  w 0.00149144, sensitivity -0.000667438
  overlap^2 semicore, valence, third: 0.00003 0.99997 0.00001
ghost: energy 0.418073 hartree = 11.3763 eV
  a 0.136944, b 2.140514 hartree (joint sign free)
  w 51.3984, sensitivity 4.32925
  overlap^2 semicore, valence, third: 0.57409 0.00003 0.40145
largest sensitivity formula-difference error: 2.10e-05
E_l offset (hartree), w/(N d^2), energy shift (hartree), sensitivity
  0.01 0.94258 -4.6936e-09 -1.8185e-06
  0.02 0.89937 -6.6599e-08 -1.2559e-05
  0.04 0.83922 -8.6567e-07 -7.8365e-05
fitted powers: energy 3.700, sensitivity 2.641
scan: E_l, valence (energy, w, sens), ghost (same); hartree
  -0.2969 | -0.29685 0.00000 0.00000 | 0.00008 338.972 4.264
  -0.2469 | -0.29685 0.00045 -0.00014 | 0.21508 103.255 4.327
  -0.1969 | -0.29687 0.00158 -0.00072 | 0.43170 49.408 4.327
  -0.1469 | -0.29693 0.00324 -0.00176 | 0.64671 28.584 4.262
  -0.0969 | -0.29706 0.00537 -0.00323 | 0.85676 18.390 4.129
  -0.0469 | -0.29726 0.00791 -0.00508 | 1.05859 12.669 3.934
  0.0031 | -0.29757 0.01085 -0.00724 | 1.24922 9.156 3.684
avoided crossing: E_l -0.367856, gap 0.004050 hartree
  energy -0.298820 hartree, w 1.6101, sens 2.0403, valence overlap^2 0.5137
  energy -0.294770 hartree, w 1.5337, sens 2.0399, valence overlap^2 0.4863
E_l on semicore level, two lowest states:
  energy -2.248465 hartree, w 8.014e-15, sens 2.897e-14, valence overlap^2 0.0000
  energy 0.067874 hartree, w 5.677, sens -0.4646, valence overlap^2 0.9015
with local orbital, three lowest levels (hartree): -2.248465 -0.296852 2.740202
done: every assertion held
```
